\section*{The adiabatic Kohn-Sham energy flux and the position operator in periodic cells}

\section{A rigid object}

Let a one-dimensional energy profile move rigidly with velocity $V$, so that $e(x,t)=e_0(x-Vt)$ and $\dot e=-V\,\partial_x e$. If the profile vanishes fast enough that $x\,e\to0$ at infinity, integration by parts gives
\begin{equation}
J=\int x\,\dot e\,dx=-V\int x\,\partial_x e\,dx=V\int e\,dx=VE .
\label{eq:rigid}
\end{equation}
The flux is energy times velocity. Now let the profile be periodic with period $a$, and integrate over one cell starting at $c$:
\begin{equation}
\int_c^{c+a}x\,\dot e\,dx=-V\big[x\,e\big]_c^{c+a}+V\int_c^{c+a}e\,dx
=V\big[E_{\rm cell}-a\,e(c)\big].
\label{eq:cut}
\end{equation}
The answer depends on where the cell is cut. A bulk formula must therefore be free of the bare coordinate. The plan is to derive the flux of a finite system, rewrite it without $\mathbf r$, and only then apply it to a periodic cell.

\section{Energy density of a Kohn-Sham system}

I use atomic units, doubly occupied orbitals $\varphi_v$ with $H\varphi_v=\varepsilon_v\varphi_v$, and nuclei at $\mathbf R_s$ with velocities $\mathbf V_s$ and masses $M_s$. The electrons stay in the instantaneous ground state and the nuclei feel Born-Oppenheimer forces. The functional is LDA or GGA and the external potential $v_0=\sum_s v_s$ is local; nonlocal potentials are treated below. The energy density is chosen as
\begin{align}
e(\mathbf r)={}&2\,{\rm Re}\sum_v\varphi_v^*(H\varphi_v)-\tfrac12 n v_H
+(\epsilon_{xc}-v_{xc})n\nonumber\\
&+\sum_s\delta(\mathbf r-\mathbf R_s)\,e_s,\qquad
e_s=\tfrac12M_sV_s^2+w_s ,
\label{eq:density}
\end{align}
where $w_s=\frac12\sum_{s'\ne s}w_{ss'}$ is half the ionic pair energy of $s$. Its integral is the total energy: $2\sum_v\varepsilon_v$ counts the Hartree energy twice and contains $\int v_{xc}n$ in place of the exchange-correlation energy, and the next two terms repair this.

For a finite system $\dot e=-\nabla\cdot\mathbf j$ with $\mathbf j=0$ far away, so $J_\alpha=\int j_\alpha\,d\mathbf r=\int r_\alpha\dot e\,d\mathbf r$. Energy conservation, $\int\dot e=0$, makes this independent of the origin.

\section{The terms, one by one}

\subsection*{Orbital part}
Since $\dot H=\dot v_0+\dot v_H+\dot v_{xc}$, the first term of \eqref{eq:density} contributes
\begin{equation}
\underbrace{2\,{\rm Re}\sum_v\big[\langle\varphi_v|r_\alpha H|\dot\varphi_v\rangle
+\varepsilon_v\langle\dot\varphi_v|r_\alpha|\varphi_v\rangle\big]}_{J_{KS}}
+\int r_\alpha n(\dot v_0+\dot v_H+\dot v_{xc})\,d\mathbf r .
\label{eq:ks}
\end{equation}
The remaining three integrals are combined with the other terms of $\dot e$.

\subsection*{Hartree part}
Adding the moment of $-\frac12\partial_t(nv_H)$ leaves $\frac12\int r_\alpha(n\dot v_H-\dot n v_H)$. With $n=-\nabla^2v_H/4\pi$,
\begin{align}
J_H&=-\frac1{8\pi}\int r_\alpha\nabla\cdot(\dot v_H\nabla v_H-v_H\nabla\dot v_H)\,d\mathbf r\nonumber\\
&=\frac1{8\pi}\int(\dot v_H\partial_\alpha v_H-v_H\partial_\alpha\dot v_H)\,d\mathbf r
=\frac1{4\pi}\int\dot v_H\,\partial_\alpha v_H\,d\mathbf r .
\label{eq:hartree}
\end{align}
On a sphere of radius $S$, $v_H\sim S^{-1}$, while $\dot v_H\sim S^{-2}$ because the charge is conserved. Both discarded surface terms then fall off as $S^{-1}$.

\subsection*{Exchange and correlation}
Put $f(n,\nabla n)=n\epsilon_{xc}$ and $\mathbf g=\partial f/\partial\nabla n$, so that $v_{xc}=f_n-\nabla\cdot\mathbf g$. The terms left over are
\begin{align}
n\dot v_{xc}+\partial_t(f-v_{xc}n)&=\dot f-v_{xc}\dot n\nonumber\\
&=f_n\dot n+\mathbf g\cdot\nabla\dot n-f_n\dot n+\dot n\nabla\cdot\mathbf g
=\nabla\cdot(\dot n\,\mathbf g),
\end{align}
and integration by parts gives
\begin{equation}
J_{XC}=-\int\dot n\,g_\alpha\,d\mathbf r
=-\int n\dot n\,\frac{\partial\epsilon_{xc}}{\partial(\partial_\alpha n)}\,d\mathbf r .
\end{equation}
In LDA $\mathbf g=0$ and the term vanishes.

\subsection*{External potential and ions}
Here $\dot v_0=\sum_s\mathbf V_s\cdot\partial v_s/\partial\mathbf R_s$. Writing $r_\alpha=(r-R_s)_\alpha+R_{s\alpha}$ splits $\int r_\alpha n\dot v_0$ into
\begin{equation}
J_0'=\sum_s\int n\,(r-R_s)_\alpha\,\mathbf V_s\cdot\frac{\partial v_s}{\partial\mathbf R_s}\,d\mathbf r
\quad\text{and}\quad-\sum_sR_{s\alpha}\mathbf V_s\cdot\mathbf F_s^{el},
\end{equation}
the second by the Hellmann-Feynman theorem, $\mathbf F_s^{el}=-\int n\,\partial v_s/\partial\mathbf R_s$. The ionic term of \eqref{eq:density} gives
\begin{equation}
\frac{d}{dt}\sum_sR_{s\alpha}e_s=\sum_s\big[V_{s\alpha}e_s+R_{s\alpha}(\mathbf V_s\cdot\mathbf F_s^{el}+\mathbf V_s\cdot\mathbf F_s^{ion}+\dot w_s)\big].
\end{equation}
The electronic power cancels. With $\mathbf F_{ss'}=-\partial w_{ss'}/\partial\mathbf R_s=-\mathbf F_{s's}$,
\begin{equation}
\mathbf V_s\cdot\mathbf F_s^{ion}+\dot w_s
=\sum_{s'\ne s}\big[\tfrac12\mathbf V_s\cdot\mathbf F_{ss'}-\tfrac12\mathbf V_{s'}\cdot\mathbf F_{s's}\big].
\end{equation}
Multiplying by $R_{s\alpha}$, summing, and exchanging the labels in the second piece yields
\begin{equation}
J_0=\sum_sV_{s\alpha}e_s+\tfrac12\sum_{s\ne s'}(R_s-R_{s'})_\alpha\,\mathbf V_s\cdot\mathbf F_{ss'} .
\end{equation}
The Marcolongo-Umari-Baroni flux is $J=J_{KS}+J_H+J_0'+J_0+J_{XC}$.

\subsection*{Limit: one atom in uniform motion}
Equation \eqref{eq:rigid} demands $J_\alpha=V_\alpha E$. Put the nucleus at the origin; then $\dot\varphi_v=-V_\beta\partial_\beta\varphi_v$, with repeated indices summed. Two facts are needed: $H\partial_\beta\varphi_v=\varepsilon_v\partial_\beta\varphi_v-(\partial_\beta v)\varphi_v$, where $v$ is the full Kohn-Sham potential, and ${\rm Re}\langle\varphi_v|r_\alpha\partial_\beta\varphi_v\rangle=-\frac12\delta_{\alpha\beta}$. They give
\begin{equation}
J_{KS}=2V_\alpha\sum_v\varepsilon_v+V_\beta\int n\,r_\alpha\partial_\beta v\,d\mathbf r .
\end{equation}
Next, $J_0'=-V_\beta\int n r_\alpha\partial_\beta v_0$. The form of $J_H$ before \eqref{eq:hartree} gives $-V_\beta\int nr_\alpha\partial_\beta v_H-\frac12V_\alpha\int nv_H$, and the exchange-correlation terms give $-V_\beta\int nr_\alpha\partial_\beta v_{xc}+V_\alpha\int(\epsilon_{xc}-v_{xc})n$. All integrals containing $r_\alpha$ cancel. With $J_0=\frac12MV^2V_\alpha$ the sum is $V_\alpha E$, as required.

\section{Removing the bare coordinate}

In a large sample, the integrands of $J_H$, $J_0'$, $J_0$ and $J_{XC}$ involve relative distances or local fields, so each bulk cell contributes equally. (Coulomb sums need the care taken below.) $J_{KS}$ still contains $\mathbf r$. With $P=\sum_v|\varphi_v\rangle\langle\varphi_v|$ it is
\begin{equation}
J_{KS}=2\,{\rm Re}\,{\rm Tr}\,[r_\alpha H\dot P],\qquad
\dot P=\sum_v\big(|\dot\varphi_v\rangle\langle\varphi_v|+|\varphi_v\rangle\langle\dot\varphi_v|\big).
\end{equation}
Let $a_{wv}=\langle\varphi_w|\dot\varphi_v\rangle$ for occupied $w$. These components enter $\dot P$ as $\sum_{wv}|\varphi_w\rangle(a_{wv}+a_{vw}^*)\langle\varphi_v|$, which is zero because orthonormality is preserved. So $\dot\varphi_v$ may be replaced by $\dot\varphi_v^c=P_c\dot\varphi_v$, $P_c=1-P$. Since $H$ commutes with $P_c$,
\begin{equation}
J_{KS}=2\,{\rm Re}\sum_v\langle\xi_{v\alpha}|(H+\varepsilon_v)|\dot\varphi_v^c\rangle,
\qquad \xi_{v\alpha}=P_cr_\alpha\varphi_v .
\label{eq:final}
\end{equation}

The projected vector has a bulk meaning although $r_\alpha\varphi_v$ has none. Because $P\varphi_v=\varphi_v$,
\begin{equation}
\xi_{v\alpha}(\mathbf r)=r_\alpha\varphi_v-Pr_\alpha\varphi_v
=\int P(\mathbf r,\mathbf r')\,(r-r')_\alpha\,\varphi_v(\mathbf r')\,d\mathbf r' .
\end{equation}
Only a coordinate difference appears, and in an insulator $P(\mathbf r,\mathbf r')$ decays exponentially with distance. To obtain $\xi_{v\alpha}$ without this integral, apply $H-\varepsilon_v$ and use $(H-\varepsilon_v)\varphi_v=0$:
\begin{equation}
(H-\varepsilon_v)\xi_{v\alpha}=P_c(H-\varepsilon_v)r_\alpha\varphi_v
=P_c[H,r_\alpha]\varphi_v=-P_c\,\partial_\alpha\varphi_v .
\label{eq:stern}
\end{equation}
The last step is $-\frac12[\nabla^2(r_\alpha\varphi)-r_\alpha\nabla^2\varphi]=-\partial_\alpha\varphi$. The right side is an ordinary function in the periodic cell. This is the Sternheimer equation for the position operator.

As it stands, the operator on the left is singular. One solves instead with $H-\varepsilon_v+\kappa P$, where $\kappa$ exceeds the occupied bandwidth. On occupied states its eigenvalues $\varepsilon_w-\varepsilon_v+\kappa$ are positive, and the source has no component there, so $P\xi_{v\alpha}=0$. On empty states the eigenvalues are at least the gap. If the gap closes, the equation becomes singular and this derivation no longer applies; metals are excluded.

The orbital velocity obeys a companion equation, found by differentiating $(H-\varepsilon_v)\varphi_v=0$ and projecting:
\begin{equation}
(H-\varepsilon_v)\dot\varphi_v^c=-P_c\dot H\varphi_v ,
\end{equation}
with $\dot H$ including the self-consistent $\dot v_H+\dot v_{xc}$. It can also be found from $\dot\varphi_v^c=P_c\dot P\varphi_v$ by differencing $P$ in time.

For a nonlocal $v_s$, $J_0'$ becomes $2\,{\rm Re}\sum_{vs}\langle\varphi_v|(r-R_s)_\alpha(\mathbf V_s\cdot\partial\hat v_s/\partial\mathbf R_s)|\varphi_v\rangle$, and the source in \eqref{eq:stern} gains $P_c[\hat v_0,r_\alpha]\varphi_v$. The kernel of that commutator contains $r'_\alpha-r_\alpha$, so it too is periodic.

\subsection*{Is the Sternheimer solve necessary?}
What is necessary is $\xi_{v\alpha}$. For a Bloch state $\varphi=e^{i\mathbf k\cdot\mathbf r}u$, let $H_{\mathbf k}=\frac12(\mathbf p+\mathbf k)^2+v$ and differentiate $(H_{\mathbf k}-\varepsilon)u=0$ with respect to $k_\alpha$. Projection removes $\partial\varepsilon/\partial k_\alpha$:
\begin{equation}
(H_{\mathbf k}-\varepsilon)P_c\,i\partial_{k_\alpha}u=-iP_c(p+k)_\alpha u .
\end{equation}
Since $\partial_\alpha\varphi=e^{i\mathbf k\cdot\mathbf r}\,i(p+k)_\alpha u$, this is \eqref{eq:stern} again, and $\xi_\alpha=e^{i\mathbf k\cdot\mathbf r}P_c\,i\partial_{k_\alpha}u$. A $\mathbf k$-derivative, or an expansion in empty states, therefore gives the same vector. The Sternheimer route needs neither neighbouring $\mathbf k$ points nor empty states.

\section{The Coulomb tail}

Replace $1/r$ by $y(r)=e^{-\mu r}/r$. Then $4\pi n=(\mu^2-\nabla^2)v_H$; the $\mu^2$ part cancels in $n\dot v_H-\dot nv_H$, and $J_H$ keeps its form. As $\mu\to0$ the danger lies in the cell average of $y$ summed over all lattice translations, which is $C=4\pi/(\mu^2\Omega)$ for cell volume $\Omega$.

Let the cell hold $N$ electrons and nuclear charge $Z_{tot}=\sum_sZ_s$. The mean electrostatic potential in $H$ is $(N-Z_{tot})C$. It matters, because a constant added to $H$ multiplies the electronic dipole rate in $J_{KS}$; for a neutral cell it is zero. $J_H$ has no average part, since $\dot v_H$ and $\nabla v_H$ both average to zero. From $\int r_\alpha\partial_\beta y\,d\mathbf r=-\delta_{\alpha\beta}\,\Omega C$, the average parts of the other terms are
\begin{align}
J_0'&\to-NC\sum_sZ_sV_{s\alpha},\nonumber\\
J_0&\to\big(\tfrac12+\tfrac12\big)Z_{tot}\,C\sum_sZ_sV_{s\alpha}.
\label{eq:div}
\end{align}
The two halves come from $w_s$ and from the pair forces. Unless $\sum_sZ_sV_{s\alpha}=0$, each line diverges as $\mu^{-2}$; their sum vanishes when $N=Z_{tot}$. With the average dropped, the potential in the limit is periodic and has no mean slope, so the result describes a sample without a macroscopic electric field.

\section{A chain of two-ion molecules}

The model is one-dimensional, with interaction $y(x)=(\lambda/2\mu)e^{-\mu|x|}$, $\lambda=4$ and $\mu=1$; $\lambda$ replaces $4\pi$. Each cell of length $a=5$ bohr holds two electrons and two ions:
\begin{center}
\begin{tabular}{lcc}
 & A & B\\
charge & 1.2 & 0.8\\
Gaussian width (bohr) & 0.5 & 0.7\\
position (bohr) & 1.75 & 3.25\\
mass (electron masses) & 2000 & 4000\\
velocity ($10^{-3}$ a.u.) & 1.0 & $-0.4$
\end{tabular}
\end{center}
The widths smear the electron-ion attraction. The model functional is $f=-\frac12n^2+0.1\,(\partial_xn)^2/(1+n)$. Each ion also carries the constant $\frac12Z_s^2y(0)$, included in $e_s$ and hence in $J_0$. It sets the ion's energy zero. It is the self term left out of $w_s$: without it the lattice sum for $w_s$ would keep, besides its average part and finite terms, a contribution $-\frac12Z_s^2y(0)=-Z_s^2\lambda/4\mu$, which diverges as $\mu\to0$. The Kohn-Sham equations are solved self-consistently on a Fourier grid of spacing 0.25 bohr. Time derivatives are central differences over $\pm1$ a.u. of time. Fluxes are in $10^{-3}$ hartree bohr per a.u. of time.

\subsection*{One molecule}
In a large box $x$ is usable, and $\int xe\,dx$ can be differenced directly while the ions move under their forces. This gives 0.2264. The five terms, with $\xi_v$ from \eqref{eq:stern}, give
\begin{equation}
\begin{aligned}
&J_{KS}+J_H+J_0'+J_0+J_{XC}\\
&=-0.1840-0.3981-0.7615+1.5062+0.0638=0.2264 .
\end{aligned}
\end{equation}

\subsection*{The bulk}
A periodic supercell of eight cells has a gap of 0.320 hartree. Per cell,
\begin{equation}
-0.2884-0.2699-1.0934+1.6891+0.0701\simeq0.1076,
\end{equation}
in the same order (the rounded terms add to 0.1075). This is 0.064 eV\,\AA/fs.

A reference without any periodic position operator comes from finite chains. If bulk energy flows steadily, it piles up at the ends. Once the chain is long enough that its two ends do not influence each other, each added molecule raises $\int x\dot e\,dx$ by the bulk flux per cell. Direct differencing gives 0.9140 for seven molecules and 1.0217 for eight, a growth of 0.1078 (the rounded values differ by 0.1077). The difference from the bulk value is about 0.15\% of that value. Nearly all of it comes from the finite supercell: Brillouin-zone sampling equivalent to twelve cells raises the bulk value to 0.10775, and finer sampling leaves it there.

\subsection*{What a sawtooth does}
Suppose $x$ in $J_{KS}$ is replaced by a sawtooth with its jump at $c$. Let $s(x)=2\sum_v\varphi_v(H+\varepsilon_v)\dot\varphi_v^c$ for real orbitals; its integral vanishes because $\dot\varphi_v^c$ is orthogonal to $\varphi_v$. Moving the jump from $c_1$ to $c_2$ raises the coordinate between them by the supercell length $L$, so the flux changes by $L\int_{c_1}^{c_2}s\,dx$. Per cell this is $a\int_{c_1}^{c_2}s\,dx$, which does not shrink as cells are added. It is an ambiguity of the same kind as in \eqref{eq:cut}, though not of the same size, because $s$ is only one part of $\dot e$. Over twenty cuts within one cell, the sawtooth $J_{KS}$ ranges from $-0.294$ to $+0.386$; equation \eqref{eq:final} gives $-0.288$.

\subsection*{Small $\mu$}
In one dimension $C=\lambda/(\mu^2a)$. At $\mu=0.05$ bohr$^{-1}$ this is $4/(0.0025\times5)=320$, and $\sum_sZ_sV_s=1.2-0.32=0.88$. Equation \eqref{eq:div} predicts divergent parts $\mp2\times320\times0.88=\mp563.2$. The computed terms are $J_0'=-562.121$ and $J_0=563.203$, while the full five-term sum is 0.1553.

The sums at $\mu=0.2$, 0.1 and 0.05 are 0.15447, 0.15518 and 0.15534. All values in this subsection refer to the eight-cell supercell; sampling equivalent to sixteen cells raises the sums at $\mu=0.05$ and $\mu=0$ by about 0.00010, so the extra digits serve only to compare values of $\mu$ at fixed sampling. Once the average parts have cancelled, $\mu$ enters only through $\mu^2$, in factors such as $1/(G^2+\mu^2)$ with nonzero reciprocal vectors $G$, so the sum is a power series in $\mu^2$. A quadratic in $\mu^2$ through the three values extrapolates to 0.15539, and a separate calculation at $\mu=0$ with the average dropped also gives 0.15539. Successive changes shrink by 4.5, not by the factor 4 of a pure $\mu^2$ law. In the fit this appears as coefficients $-0.020$ for $\mu^2$ and $-0.077$ for $\mu^4$, whose corrections at $\mu=0.2$ are $-0.00080$ and $-0.00012$. Three coefficients through three points reproduce the ratio by construction, and the fitted $\mu^4$ coefficient absorbs higher orders: a fit of higher degree to more values of $\mu^2$ gives $-0.083$ for it. The independent check is the intercept: it equals the $\mu=0$ value to six decimals, 0.155392, whereas a pure $\mu^2$ law through the two smallest $\mu$ gives about 0.155394.
